# Why boron's transient displacement can be larger at lower anneal temperature

A process calculation has to follow an implanted wafer through 600 s at 800 °C and then 600 s at 1000 °C. May the first step be left out? With the parameters used below, boron's equilibrium diffusivity is about 380 times smaller at 800 °C than at 1000 °C, and equilibrium diffusion during the first step would spread a thin boron layer, lying below the implant damage, by only 2 nm. If the implant has left behind the dose of excess interstitials assumed in the example below, that estimate is wrong by a factor of about thirty. The colder step then does more to the profile than the hotter one, and leaving it out spoils the prediction.

In short, the step cannot be left out because interstitial transport has a higher activation energy than boron diffusion, so that the same excess interstitials move boron farther when they escape at the lower temperature. This is correct if transport means the product of the interstitial's diffusivity and its equilibrium concentration. It is not correct for the mobility alone, whose activation energy is much the lower of the two. A model whose final boron displacement can be found without knowing the cluster kinetics shows why the product matters, and when the conclusion fails.

## How boron uses interstitials

Let $C_I$ be the concentration of free self-interstitials, $C_I^*$ its equilibrium value, and $u=C_I/C_I^*$ the supersaturation. A substitutional boron atom is immobile until it captures an interstitial. The resulting pair diffuses with diffusivity $D_p$ and then dissociates. If pairing is in local equilibrium and few boron atoms are paired at any moment, the pair concentration is

$$C_{BI}=C_B\,\frac{C_I}{N_s}\,e^{E_b/kT},$$

where $C_B$ is the boron concentration, $N_s$ a site density and $E_b$ the binding energy. Only pairs move, so the boron flux is

$$J_B=-D_p\frac{\partial C_{BI}}{\partial x}=-\frac{\partial}{\partial x}\left(D_B^*\,u\,C_B\right),\qquad D_B^*=D_p\,\frac{C_I^*}{N_s}\,e^{E_b/kT}.$$

This local form assumes that a pair travels a short way compared with the scale of the profile. If it does not, the profile has a different shape, but in a uniform $u$ its variance still grows at the same rate, which depends only on $D_p$ and the fraction of boron that is paired. Let $C_I^*$ have formation energy $E_f$ and $D_p$ migration energy $E_{m,p}$. The activation energy of $D_B^*$ is then

$$E_B=E_f+E_{m,p}-E_b .$$

The quantity that governs the escape of interstitials is $G=D_IC_I^*$. With migration energy $E_{m,I}$ for the free interstitial, its activation energy is

$$E_T=E_f+E_{m,I}.$$

The example uses round values, not a fit to a measured process: $E_f=3.9$, $E_{m,I}=1.0$, $E_{m,p}=0.6$ and $E_b=1.0$ eV. They give $E_B=3.9+0.6-1.0=3.5$ eV and $E_T=3.9+1.0=4.9$ eV.

The formation energy cancels in the difference:

$$E_B-E_T=E_{m,p}-E_b-E_{m,I}=-1.4\ \text{eV}.$$

Measure energies from a separated boron atom and interstitial, both at rest. The free interstitial's migration saddle lies at $+1.0$ eV, and the moving pair's saddle at $-1.0+0.6=-0.4$ eV. The condition $E_T>E_B$ therefore says that an interstitial travels over a lower saddle with boron than without it.

## What displacement means

Consider a thin boron marker far from both boundaries of the layer. It obeys

$$\frac{\partial C_B}{\partial t}=\frac{\partial^2}{\partial x^2}\left(D_B^*uC_B\right).$$

Multiply by $x$ and integrate by parts twice. The second derivative of $x$ is zero and the boundary terms vanish, so the mean position stays fixed. Multiplying instead by $(x-\bar x)^2$, whose second derivative is 2, gives for the variance

$$\frac{d\sigma^2}{dt}=2\langle D_B^*u\rangle ,$$

with the average taken over the marker. I use half the growth of the variance as the measure of displacement. If $u$ is uniform across the marker and the temperature is constant,

$$\frac{\Delta\sigma^2}{2}=D_B^*\int_0^t u\,dt'=D_B^*t+D_B^*\int_0^t(u-1)\,dt'.$$

The first term is equilibrium diffusion. The second is the transient gain. A displacement $W$ in cm² corresponds to an rms spread $\sqrt{2W}$, which adds in quadrature to the marker's initial width.

## The integral that cluster kinetics cannot change

The implant leaves a dose $Q$ of excess interstitials, held in clusters with density $N(x)$ and mean depth $R$. Write $w=u-1$, and let $e(x,t)$ be the total excess, clustered plus free. Clusters exchange interstitials with the free population, but this exchange cancels in the sum:

$$\frac{\partial e}{\partial t}=G\,\frac{\partial^2 w}{\partial x^2}.$$

Vacancies are left out, and boron is assumed to carry a negligible part of the interstitial flux. The surface $x=0$ is a perfect sink, $w(0)=0$. The far side $x=L$ reflects, $w'(L)=0$.

To find $w$ at a chosen depth $x$, multiply the balance by $\min(x,x')$ and integrate over $x'$. Above the chosen depth,

$$\int_0^x x'w''\,dx'=x\,w'(x)-\int_0^x w'\,dx'=x\,w'(x)-w(x)+w(0),$$

and below it,

$$\int_x^L x\,w''\,dx'=x\,[w'(L)-w'(x)]=-x\,w'(x).$$

The terms in $w'(x)$ cancel and $w(0)=0$, so the sum is $-w(x)$. Hence

$$\frac{dM}{dt}=-G\,w(x,t),\qquad M(t)=\int_0^L e(x',t)\min(x,x')\,dx'.$$

At constant temperature, integration over time gives

$$\int_0^t (u-1)\,dt'=\frac{M(0)-M(t)}{G}.$$

Once all the excess has left, $M(t)=0$. For a marker below the damage, $\min(x,x')=x'$ wherever there were clusters, so $M(0)=\int N(x')\,x'\,dx'=QR$. Therefore

$$\theta\equiv\int_0^\infty(u-1)\,dt=\frac{QR}{G},\qquad W_{\rm tr}=D_B^*\theta=\frac{D_B^*}{G}\,QR .$$

Below the damage there are no sources and the far side reflects, so $u$ is flat there once the layer has filled with free interstitials. This justifies the uniform $u$ assumed for the marker, as long as its spread does not carry it back into the damage. Within the damage $\min(x,x')$ cuts the integral down, and at the surface the gain vanishes.

If $Q$ and $R$ do not depend on temperature,

$$W_{\rm tr}\propto e^{(E_T-E_B)/kT}.$$

The gain is larger at lower temperature if and only if $E_T>E_B$. Substituting the pair expression for $D_B^*$ shows the mechanism:

$$\frac{D_B^*}{G}=\frac{D_p}{D_I N_s}\,e^{E_b/kT}.$$

The equilibrium concentration has dropped out, because boron motion and interstitial escape are both proportional to $C_I$. What remains is how much boron motion an interstitial causes on its way out, and in this example that grows on cooling.

## Faster at high temperature, but for less time

While clusters remain, let them hold the free interstitials near a supersaturation $u_c$. The marker's variance then grows at twice the rate $D_B^*u_c$. Since the integral of $u-1$ is fixed at $\theta$, a plateau of height $u_c-1$ lasts about

$$\tau=\frac{\theta}{u_c-1}.$$

The example takes $u_c=0.001\,e^{1.3\,\text{eV}/kT}$. The rate has activation energy $3.5-1.3=2.2$ eV, so a hotter anneal does move boron faster. For $u_c\gg1$ the duration varies as $e^{(4.9-1.3)\,\text{eV}/kT}=e^{3.6\,\text{eV}/kT}$, which falls more steeply than the rate rises. Their product keeps the factor $e^{1.4\,\text{eV}/kT}$. The cluster energy of 1.3 eV cancels: more stable clusters give a weaker but longer transient with the same total.

For $Q=10^{14}$ cm⁻² and $R=50$ nm $=5\times10^{-6}$ cm, $QR=5\times10^{8}$ cm⁻¹. At 800 °C, $G=974$ cm⁻¹ s⁻¹ and $D_B^*=3.657\times10^{-17}$ cm²/s, so

$$\theta=\frac{5\times10^8}{974}\approx5.14\times10^5\ \text{s},\qquad W_{\rm tr}=3.657\times10^{-17}\times5.14\times10^5\approx1.88\times10^{-11}\ \text{cm}^2 .$$

The rms spread is $\sqrt{2W_{\rm tr}}\approx61$ nm. The three temperatures compare as follows.

| | 800 °C | 900 °C | 1000 °C |
|---|---|---|---|
| $D_B^*u_c$ (cm²/s) | $4.66\times10^{-14}$ | $3.54\times10^{-13}$ | $1.96\times10^{-12}$ |
| $\tau$ (s) | 404 | 14.6 | 0.90 |
| $W_{\rm tr}$ (cm²) | $1.88\times10^{-11}$ | $5.17\times10^{-12}$ | $1.74\times10^{-12}$ |
| rms (nm) | 61 | 32 | 19 |

From 800 to 1000 °C the rate rises 42-fold and the duration falls 450-fold, so the gain falls by a factor of about 11.

A simulation of clusters, free interstitials and a boron marker, with clusters dissolving at a rate proportional to their density and to $u_c-u$, reproduces these gains and gives an activation energy of $-1.400$ eV. At 800 °C the supersaturation at the marker falls through half its plateau value at 415 s, about 3% later than $\tau$. Exact agreement is not expected, because $\tau$ assumes a plateau that ends abruptly, while the clusters here dissolve at a finite rate.

Changing one ingredient at a time separates the causes. The gain at 800 °C is 10.8 times that at 1000 °C when $E_B=3.5$ eV. Raising $E_B$ to 4.9 eV, equal to $E_T$, brings the ratio to 1.000, and raising it to 5.4 eV reverses the trend, with a ratio of 0.43. Raising the interstitial's migration energy by 0.5 eV while keeping $G$ fixed leaves the gain unchanged, and so does tripling $u_c$. Within this model, then, neither mobility at fixed $G$ nor cluster stability sets the completed gain.

## Equal anneal times

The comparison so far lets each transient finish. A process step has a given time $t$, and then the order can change. After the transient the total displacement is

$$W=D_B^*(t+\theta).$$

Use subscripts $c$ for 800 °C and $h$ for 1000 °C. At first both anneals are on their plateaus and the hot one leads. It finishes within about a second, while the cold one continues at the rate $D_cu_c$, with $u_c$ taken at 800 °C. The cold anneal catches up when $D_cu_ct=D_h(t+\theta_h)$, or

$$t_1=\frac{D_h\theta_h}{D_cu_c-D_h}=\frac{1.741\times10^{-12}}{4.659\times10^{-14}-1.397\times10^{-14}}\ \text{s}\approx53\ \text{s}.$$

This requires $D_cu_c>D_h$: the cold transient must be faster than hot equilibrium diffusion. It also requires that $t_1$ fall within the cold plateau, $t_1<\tau$ at 800 °C, since the formula assumes the rate $D_cu_c$ throughout; here 53 s is well short of 404 s. Later both transients are over, and equilibrium diffusion at 1000 °C closes the gap. Setting $D_c(t+\theta_c)=D_h(t+\theta_h)$ gives

$$t_2=\frac{D_c\theta_c-D_h\theta_h}{D_h-D_c}=\frac{1.878\times10^{-11}-1.741\times10^{-12}}{1.397\times10^{-14}-3.657\times10^{-17}}\ \text{s}\approx1.22\times10^3\ \text{s}.$$

The simulated curves cross at 53.5 s and 1223 s. For equal times between these, the colder anneal displaces boron more. At 600 s the rms spreads are 61 nm at 800 °C and 45 nm at 1000 °C.

For a fixed time and completed transients, $W$ is the sum of a term that rises with temperature and one that falls. With $\beta=1/kT$,

$$\frac{dW}{d\beta}=D_B^*\left[-E_Bt+(E_T-E_B)\theta\right],$$

which vanishes at

$$\theta=\frac{E_B}{E_T-E_B}\,t=\frac{3.5}{1.4}\,t=2.5\,t .$$

Both terms are convex exponentials in $\beta$, so this is a minimum. For 600 s it needs $\theta=1500$ s, which occurs at 933 °C. The simulated rms spread there is 31.5 nm, against 34.9 nm at 40 K lower and 36.0 nm at 40 K higher.

This minimum holds among completed transients. On sufficient cooling, $\tau$ exceeds the anneal time and the displacement becomes about $D_B^*u_ct$, which decreases on further cooling with activation energy 2.2 eV. A very cold anneal can therefore move boron less than the one at 933 °C, but it leaves clusters that will drive diffusion in the next hot step.

## The two-step anneal

The relation $dM/dt=-Gw$ also covers a changing temperature, provided the change in the free equilibrium population is negligible beside the implanted excess. The transient gain is then

$$W_{\rm tr}=\int D_B^*\,w\,dt=\int\frac{D_B^*}{G}\left(-\frac{dM}{dt}\right)dt .$$

Each part of the initial moment $QR$ is weighted by $D_B^*/G$ at the temperature at which it escapes. For $E_T>E_B$ this weight is largest at low temperature, so a rise through the colder range that is fast enough to leave most of the excess to escape hot reduces the gain.

In the opening example, 600 s at 800 °C completes the transient and contributes $1.880\times10^{-11}$ cm², including equilibrium diffusion. The next 600 s at 1000 °C add only equilibrium diffusion, $1.397\times10^{-14}\times600=8.4\times10^{-12}$ cm². The sum is $2.72\times10^{-11}$ cm², an rms spread of 74 nm. Leaving out the first step, and letting all the excess escape at 1000 °C, would give 45 nm. The colder step has to stay in the calculation.

## Where the result can fail

**The surface.** Suppose interstitials are absorbed at a finite rate, $D_I\,\partial C_I/\partial x=k_s(C_I-C_I^*)$ at $x=0$. Then $w(0)=L_sw'(0)$ with $L_s=D_I/k_s$. Using the weight $\min(x,x')+L_s$ adds $L_s\int_0^L w''dx'=-L_sw'(0)=-w(0)$, which cancels the surface term left by the earlier integration. The result keeps its form with $R$ replaced by $R+L_s$. For $L_s=100$ nm the gain rises by $(50+100)/50=3$, as the simulation confirms at 1000 °C. If $L_s\gg R$,

$$W_{\rm tr}\approx D_B^*\frac{QL_s}{G}=\frac{D_B^*Q}{k_sC_I^*}.$$

The surface reaction now replaces interstitial migration in the comparison. If $k_s$ has activation energy $E_s$, the gain grows on cooling when $E_f+E_s>E_B$. With constant $k_s$ the example still satisfies this, but the energy difference shrinks from 1.4 to $3.9-3.5=0.4$ eV.

**High boron concentration.** Each moving pair carries an interstitial, so the pair flux adds to the free one and the total becomes $-\partial_x[(G+D_B^*C_B)\,u]$. The boron term lies inside the derivative: below the damage, where the total flux is nearly zero, $(G+D_B^*C_B)u$ is flat rather than $u$, so the marker lowers its own supersaturation by the factor $1/(1+D_B^*C_B/G)$. Neglecting this requires $C_B\ll G/D_B^*$, which is $2.7\times10^{19}$ cm⁻³ at 800 °C and $2.9\times10^{20}$ cm⁻³ at 1000 °C. The condition is stricter in the cold anneal. The model also leaves out boron clustering and the effect of doping on the charge states of defects.

**Incomplete escape.** The remaining moment $M(t)$ must be small compared with $QR$. Free interstitials that have wandered far below the marker count with the marker's depth as their weight, not with $R$. In a thick wafer they can return late, and the completed result then applies only if few are stored there.

**A changing source.** If vacancy recombination, or defects that do not dissolve, make the effective $Q$ or $R$ depend on temperature, that dependence multiplies $D_B^*/G$ and can weaken or reverse the trend.

The numerical output below gives the intermediate values for all three temperatures.

## Computed results

```
E_B, E_T: 3.5, 4.9 eV
prefactor of D_B*: 1 cm^2/s
prefactor of G: 1e+26 cm^-1 s^-1
E_form, E_mig(I): 3.9, 1.0 eV
E_mig(pair), E_bind: 0.6, 1.0 eV
u_c = 0.001 exp(1.3 eV/kT)
dose Q: 1e+14 cm^-2; depth R: 50 nm
marker depth: 500 nm
--- 800 C, kT = 0.09248 eV
D_B*: 3.657e-17 cm^2/s; G: 9.736e+02 cm^-1 s^-1
theta = QR/G: 5.136e+05 s; u_c: 1274
rate D_B* u_c: 4.659e-14 cm^2/s
duration formula: 403.5 s
duration simulated: 414.8 s
gain formula: 1.8781e-11 cm^2
gain simulated: 1.8781e-11 cm^2
rms from gain: 61.3 nm
dilute limit G/D_B*: 2.66e+19 cm^-3
--- 900 C, kT = 0.10109 eV
D_B*: 9.209e-16 cm^2/s; G: 8.911e+04 cm^-1 s^-1
theta = QR/G: 5611 s; u_c: 384.3
rate D_B* u_c: 3.539e-13 cm^2/s
duration formula: 14.64 s
duration simulated: 15.05 s
gain formula: 5.1675e-12 cm^2
gain simulated: 5.1675e-12 cm^2
rms from gain: 32.1 nm
dilute limit G/D_B*: 9.68e+19 cm^-3
--- 1000 C, kT = 0.10971 eV
D_B*: 1.397e-14 cm^2/s; G: 4.011e+06 cm^-1 s^-1
theta = QR/G: 124.6 s; u_c: 140
rate D_B* u_c: 1.956e-12 cm^2/s
duration formula: 0.8969 s
duration simulated: 0.9221 s
gain formula: 1.7413e-12 cm^2
gain simulated: 1.7413e-12 cm^2
rms from gain: 18.7 nm
dilute limit G/D_B*: 2.87e+20 cm^-3
--- trends and counterfactuals
simulated activation energy of gain: -1.400 eV
gain ratio 800 C/1000 C: 10.79
same ratio if E_B = 4.9 eV: 1.000
same ratio if E_B = 5.4 eV: 0.428
I migration +0.5 eV, same G: gain x 1.0000
u_c tripled: gain x 1.0000
surface length 100 nm: gain x 3.000
--- equal anneal times, 800 C against 1000 C
cold overtakes: formula 53.4 s, simulated 53.5 s
hot overtakes: formula 1223 s, simulated 1223 s
800 C, 600 s: total 1.880e-11 cm^2, rms 61.3 nm
1000 C, 600 s: total 1.012e-11 cm^2, rms 45.0 nm
least total at 600 s: 933 C, theta 1500 s
rms at -40, 0, +40 K from it: 34.9, 31.5, 36.0 nm
```
